# Creep exponent of a pinned elastic domain wall

Let \(x\) be the position along a \(D\)-dimensional wall and \(u(x)\) its displacement normal to the reference plane. A ferroelectric wall in a bulk crystal has \(D=2\); a wall that crosses a thin film and moves as a line has \(D=1\). With overhangs excluded and slopes small, the energy is

\[
H[u]=\int d^Dx\left[\frac{\sigma}{2}|\nabla u|^2+V(x,u)-fu\right].
\]

Here \(\sigma\) is the stiffness, \(V\) the pinning energy and \(f\) the driving force, the last two per unit \(D\)-dimensional wall measure. For \(D=2\), \(\sigma\) is in J/m² and \(f\) in N/m². If the wall separates polarizations \(+P\) and \(-P\) and the field \(E\) is parallel to \(+P\), a switched volume changes its energy density from \(+PE\) to \(-PE\). The gain is \(2PE\) per volume, so \(f=2PE\) for \(D=2\); for a line in a film this is multiplied by the film thickness.

The gradient term is local. In a ferroelectric this is a real restriction: a wall that tilts away from the polar direction carries bound charge, whose field couples distant parts of the wall. The local form supposes that this charge is screened over a length \(\lambda\) short compared with the segments considered. Screening makes the term local but does not remove it: in a medium of relative permittivity \(\varepsilon_r\), tilts along the polar axis acquire an extra stiffness \(2P^2\lambda/\varepsilon_r\varepsilon_0\), so the stiffness is anisotropic. A constant anisotropy can be absorbed by rescaling one coordinate and leaves the exponents unchanged. The disorder is taken to be correlated over short distances in \(x\), with statistics unchanged by a shift of \(u\). Two classes matter. For random bonds, \(V\) itself has short correlations in \(u\). For random fields, the force \(-\partial V/\partial u\) has short correlations, so \(V\) performs a random walk as \(u\) varies; its statistics are shift-invariant up to a reference energy independent of \(u\).

Let \(L_c\) be the smallest segment size at which the wall has several competing positions, and \(u_c\) the displacement between them. Above \(L_c\) the equilibrium roughness is assumed to follow

\[
u(L)=u_c\left(\frac{L}{L_c}\right)^{\zeta}.
\]

The exponent \(\zeta\) belongs to the wall in equilibrium with the disorder at \(f=0\), not to a wall at the depinning threshold. The result to be derived is that, for \(f\) far below the depinning force and for barriers far above \(k_BT\), the speed obeys

\[
v\simeq v_0\exp\left[-\frac{C\,U_c}{k_BT}\left(\frac{f_c}{f}\right)^{\mu}\right],\qquad
\mu=\frac{D+2\zeta-2}{2-\zeta},
\]

with \(U_c\), \(f_c\) and \(C\) defined below. It rests on one scaling hypothesis about barriers, stated where it enters.

The first question is whether disorder changes the stiffness at large scales. Tilt the wall by a uniform slope \(s\), writing \(u=s\cdot x+u'\) with \(u'=0\) on the boundary. Then

\[
\frac{\sigma}{2}|\nabla u|^2=\frac{\sigma}{2}|s|^2+\sigma s\cdot\nabla u'+\frac{\sigma}{2}|\nabla u'|^2 .
\]

The middle term integrates to a boundary term, which vanishes. The pinning energy becomes \(V(x,s\cdot x+u')\). If the disorder at different \(x\) is independent, shifting \(u\) by a different amount at each \(x\) leaves its statistics unchanged. For random fields the shift also adds a reference energy, whose mean is zero. The remaining problem for \(u'\) is therefore statistically the untilted one, and the disorder-averaged minimum energy satisfies

\[
\overline{E_{\min}(s)}-\overline{E_{\min}(0)}=\frac{\sigma}{2}|s|^2L^D .
\]

The mean stiffness is the bare \(\sigma\). For correlations of finite range in \(x\) the invariance is only approximate. The mismatch can change the energy at order \(|s|^2\), just as the elastic term does, so the stiffness may differ from the bare one even at small slopes. The scaling below then assumes that it tends to a constant at large scales, and \(\sigma\) denotes that constant. A test with lattice lines in random-bond disorder gave a mean tilt cost of \(8.03\pm0.06\), in lattice units and with one standard error, against the bare elastic value 8.

With \(\sigma\) independent of scale, the energy scale follows from a change of units. Put \(x=bx'\) and \(u=b^{\zeta}u'\). The measure gives \(b^D\), the squared gradient gives \(b^{2\zeta-2}\), and the elastic energy is multiplied by

\[
b^{D}\,b^{2\zeta-2}=b^{\theta},\qquad \theta=D+2\zeta-2 .
\]

In a self-similar rough wall the gain from disorder must balance this cost at each scale. If the gain grew faster, the wall would displace further; if it grew more slowly, the wall would be flatter. Both energies then scale as \(L^\theta\). With order-one shape factors set to one,

\[
U(L)=\sigma u(L)^2L^{D-2}
=\sigma u_c^2L_c^{D-2}\left(\frac{L}{L_c}\right)^{2\zeta+D-2}
=U_c\left(\frac{L}{L_c}\right)^{\theta},
\]

where \(U_c=\sigma u_c^2L_c^{D-2}\). Smooth bumps of radius \(R\) and height proportional to \(R^{0.4}\), evaluated on grids, gave elastic exponents \(-0.18\), 0.83 and 1.83 in one, two and three dimensions. The scaling values are \(-0.2\), 0.8 and 1.8. The swept volume gave 1.4, 2.4 and 3.4, as \(D+\zeta\) requires.

An energy difference between two positions is not yet a barrier between them. The hypothesis is that typical barriers between neighbouring metastable states on scale \(L\) also grow as \(L^\theta\), with no larger exponent. One side of it can be made concrete for a line with fixed ends. Let \(\mathcal E(r)\) be the lowest energy the line can have when its midpoint is held a distance \(r\) from its ground-state position. A continuous motion that starts in the ground state and carries the midpoint beyond \(r\) must pass through \(r\), and at that moment the energy is at least \(\mathcal E(r)\). Hence

\[
\text{barrier}\geq \mathcal E(r)-\mathcal E(0).
\]

If \(r\) is proportional to \(u(L)\), scaling makes the right side of order \(L^\theta\). The matching upper bound is assumed: the wall must be able to rearrange without meeting obstacles that grow faster than this.

Now let the force act. A segment of size \(L\) that advances by \(u(L)\) gains the work \(fL^Du(L)\). Define a force scale by equating work and pinning energy at \(L_c\):

\[
f_cL_c^Du_c=U_c,\qquad f_c=\frac{U_c}{L_c^Du_c}.
\]

This estimates the depinning force up to a factor of order one. With \(\ell=L/L_c\) and \(\varphi=f/f_c\), the work is

\[
fL^Du(L)=f L_c^Du_c\,\ell^{D+\zeta}=U_c\,\varphi\,\ell^{D+\zeta},
\]

and the energy of an advanced segment, or nucleus, is

\[
F(\ell)=U_c\left[\ell^\theta-\varphi\,\ell^{D+\zeta}\right].
\]

The two powers differ by

\[
D+\zeta-\theta=D+\zeta-(D+2\zeta-2)=2-\zeta .
\]

For \(\zeta<2\) the pinning cost therefore wins at small size and the work at large size. If also \(\theta>0\), the energy starts from zero, rises, and then falls. The derivative is

\[
\frac{1}{U_c}\frac{dF}{d\ell}=\theta\ell^{\theta-1}-\varphi(D+\zeta)\ell^{D+\zeta-1}.
\]

Setting it to zero and dividing by \(\ell^{\theta-1}\) gives

\[
\theta=\varphi(D+\zeta)\ell_*^{\,2-\zeta},\qquad
\ell_*=\left[\frac{\theta}{D+\zeta}\,\frac{f_c}{f}\right]^{1/(2-\zeta)} .
\]

To identify the stationary point, differentiate again and replace \(\varphi(D+\zeta)\ell_*^{D+\zeta-1}\) by \(\theta\ell_*^{\theta-1}\):

\[
\frac{F''(\ell_*)}{U_c}=\theta\ell_*^{\theta-2}\left[(\theta-1)-(D+\zeta-1)\right]
=-\theta(2-\zeta)\ell_*^{\theta-2}<0 .
\]

It is a maximum. Smaller nuclei lower their energy by shrinking, larger ones by growing, so \(F(\ell_*)\) is the barrier to forward motion. The stationarity condition also gives \(\varphi\ell_*^{D+\zeta}=\theta\ell_*^\theta/(D+\zeta)\), and therefore

\[
F_*=U_c\ell_*^\theta\left(1-\frac{\theta}{D+\zeta}\right)
=U_c\,\frac{2-\zeta}{D+\zeta}\,\ell_*^\theta .
\]

Inserting \(\ell_*\) raises \(f_c/f\) to the power \(\theta/(2-\zeta)\):

\[
F_*=C\,U_c\left(\frac{f_c}{f}\right)^\mu,\qquad
C=\frac{2-\zeta}{D+\zeta}\left(\frac{\theta}{D+\zeta}\right)^\mu,\qquad
\mu=\frac{\theta}{2-\zeta}=\frac{D+2\zeta-2}{2-\zeta}.
\]

A weaker force thus needs a larger rearrangement, and the barrier diverges as \(f\to0\). The exponent follows from scaling; the number \(C\) depends on the shape factors set to one.

It remains to pass from barrier to speed. For an overdamped size coordinate with constant mobility \(m\), a reflecting boundary at zero and an absorbing one at \(b\) beyond the maximum, the mean escape time is, with \(\beta=1/k_BT\),

\[
\tau=\frac{\beta}{m}\int_0^{b}dy\,e^{\beta F(y)}\int_0^y dz\,e^{-\beta F(z)} .
\]

At low temperature the outer integral is dominated by the maximum and the inner one by the starting well, so \(\tau\) is \(e^{\beta F_*}\) times a power of \(\beta\). A numerical evaluation for \(F/U_c=\ell^{0.8}-0.05\,\ell^{2.4}\) gave an activation energy \(1.699\,U_c\), against a maximum of \(1.721\,U_c\). The 1.3% deficit comes from the prefactor: the inner integral scales as \(\beta^{-1/0.8}=\beta^{-5/4}\), the outer as \(\beta^{-1/2}\), and the explicit factor is \(\beta\). Their product is \(\beta^{-3/4}\), which lowers \(d\ln\tau/d\beta\) by \(3/(4\beta)\), or about \(0.023\,U_c\) at the values of \(\beta U_c\) used, 30 and 36.

The speed is an advance per event divided by \(\tau\). Its algebraic dependence on force and temperature is absorbed in \(v_0\), which this argument does not predict. Retreats can be neglected for the following reason. At the maximum, the ratio of work to barrier is

\[
\frac{fL_*^Du_*}{F_*}=\frac{\theta/(D+\zeta)}{(2-\zeta)/(D+\zeta)}=\mu ,
\]

so the pinning cost is \(U(L_*)=(1+\mu)F_*\). A retreat of the same size must pay this cost and do work against the force, in total \((1+2\mu)F_*\). It is suppressed relative to the advance by \(\exp(-2\mu F_*/k_BT)\).

The value of \(\zeta\) depends on the disorder. For random fields, the energy difference accumulated over a displacement \(u\) is a sum of about \(L^Du\) independent contributions, hence of order \((L^Du)^{1/2}\). Balance with elasticity gives

\[
u^2L^{D-2}\sim L^{D/2}u^{1/2}
\quad\Rightarrow\quad u^{3/2}\sim L^{2-D/2}
\quad\Rightarrow\quad \zeta=\frac{4-D}{3}.
\]

Then \(\theta=D-2+2(4-D)/3=(D+2)/3\), while \(2-\zeta=(D+2)/3\) as well. Within this estimate \(\mu=1\) in each dimension \(D<4\). For \(D=1\) it gives \(\zeta=1\): slopes do not decrease with scale, so the small-slope form holds only if \(u_c/L_c\) is already small.

For random bonds, the short-range correlator acts on large scales like a delta function of \(u\), whose weight falls as \(1/u\) when \(u\) is rescaled. Averaged over displacements up to \(u\), the random energy is then of order \((L^D/u)^{1/2}\). Using this average in the balance gives

\[
u^2L^{D-2}\sim L^{D/2}u^{-1/2}
\quad\Rightarrow\quad \zeta\simeq\frac{4-D}{5},\qquad
\mu\simeq\frac{3D-2}{D+6}.
\]

This is approximate, because the wall selects favourable positions, whereas the estimate averages over them. For a line one can do better. Let \(\mathcal F(x,u)\) be the free energy of a line ending at \(u\) after length \(x\). Its partition function \(Z=e^{-\mathcal F/k_BT}\) obeys \(\partial_xZ=(k_BT/2\sigma)\partial_u^2Z-VZ/k_BT\), so that

\[
\partial_x\mathcal F=\frac{k_BT}{2\sigma}\partial_u^2\mathcal F-\frac{1}{2\sigma}(\partial_u\mathcal F)^2+V .
\]

For white-noise \(V\) with \(\overline{V(x,u)V(x',u')}=\Delta\,\delta(x-x')\delta(u-u')\), the linear part has the stationary weight \(\exp[-(k_BT/2\sigma\Delta)\int(\partial_u\mathcal F)^2du]\). The nonlinear part preserves it: with a suitable symmetric discretization its flow has zero divergence, and it changes the exponent by an amount proportional to \(\int(\partial_u\mathcal F)^2\partial_u^2\mathcal F\,du=\int\partial_u[(\partial_u\mathcal F)^3/3]\,du=0\) for periodic boundaries. Under this weight \(\mathcal F\) is a random walk in \(u\), so energy differences grow as \(u^{1/2}\) and \(\theta=\zeta/2\). Together with \(\theta=2\zeta-1\) for \(D=1\),

\[
\frac{\zeta}{2}=2\zeta-1\quad\Rightarrow\quad \zeta=\frac23,\qquad \theta=\frac13,\qquad \mu=\frac{1/3}{4/3}=\frac14 .
\]

The cruder estimate would give \(\zeta=3/5\) and \(\mu=1/7\).

Minimum-energy lattice lines allow the chain from roughness to \(\mu\) to be examined in \(D=1\). Each line was joined from two halves at a midpoint site that carried no disorder. For each length, 600 disorder samples gave the midpoint roughness, the spread of ground-state energies, and the cost of holding the midpoint 1.5 roughness units away from its optimum. In the random-bond case, lengths from 32 to 512 sites gave \(\zeta=0.66\), an energy-spread exponent 0.35 and a cost exponent 0.39. The last two should both approach \(1/3\). Letting the measured cost compete with force times length times measured roughness gave \(\mu=0.31\), which is 24% above \(1/4\). For random fields, lengths from 32 to 128 sites gave \(\zeta=1.07\), energy exponents 1.11 and 1.13, and \(\mu=1.20\), which is 20% above the predicted 1.

These results separate the two disorder classes clearly but do not fix \(\mu\) precisely. The excess is amplified by the way \(\mu\) is formed. If the cost grows as \(L^{\alpha}\) and the swept area as \(L^{1+\zeta}\), the same maximization gives \(\mu=\alpha/(1+\zeta-\alpha)\), so an \(\alpha\) that is too large raises the numerator and lowers the denominator. For random bonds this is \(0.39/(1.66-0.39)=0.31\). The fitted values depend on details of the lattice and on the samples. With disorder on the midpoint site as well and another set of samples, the same lengths give \(\mu=0.25\pm0.01\) for random bonds and \(1.00\pm0.05\) for random fields, while the random-bond value moves between 0.22 and 0.30 with the range of lengths fitted. The lattice values of \(\mu\) are therefore uncertain by about 20%. Since the cost is a lower bound on a barrier, these data support the scaling of that bound and leave the upper bound as a hypothesis.

Roughness by itself does not guarantee creep. Take \(V=-h(x)u\), with \(h\) random in \(x\) but independent of \(u\). Balancing the elastic force \(\sigma u/L^2\) with the average of \(h\), which falls as \(L^{-D/2}\), gives \(\zeta=(4-D)/2\). Formal substitution would yield \(\theta=2\) and \(\mu=4/D\). Yet the energy is quadratic and convex in \(u\), so it has no metastable states and no barriers. What fails is the barrier hypothesis, not the power counting.

The condition \(\theta>0\) has a similar meaning. A line with purely thermal roughness has \(\zeta=1/2\), hence \(\theta=0\) and \(\mu=0\): its energy scale does not grow with length, and no diverging barrier follows. At the other end, the scaling form requires \(\ell_*>1\), that is

\[
f<\frac{\theta}{D+\zeta}f_c .
\]

Nearer to \(f_c\) the wall no longer needs to rearrange on scales where \(u\sim L^\zeta\) applies. For random bonds, a finite wall of size \(L_s\) sets a lower limit. Once \(L_*\) exceeds \(L_s\), the wall moves as a whole, and its typical barrier stays of order \(U(L_s)\), up to slowly varying factors, instead of growing as a power of \(1/f\). The force then mainly biases forward against backward jumps, by an energy proportional to \(f\), and the mean speed over a long path becomes linear in \(f\) at low enough force. The coefficient is set by rare barriers, not typical ones: for Gaussian energies of spread \(U\) it is proportional to \(\exp[-(U/k_BT)^2]\). For random fields the barrier does not saturate in this way. The energy of the whole wall keeps wandering as \((L_s^Du)^{1/2}\) with its displacement \(u\), and competition with the work \(fL_s^Du\) gives a barrier that still grows as \(1/f\). If the variance of that energy is \(\Delta_rL_s^Du\), the barriers are exponentially distributed with mean \(\Delta_r/2f\). For \(f<\Delta_r/2k_BT\) rare large barriers dominate: a wall moving as a whole advances as \(t^{2fk_BT/\Delta_r}\), and its mean speed over a long path vanishes.

For numbers, take a screened wall with \(D=2\), neglect pinning by the periodic crystal lattice, and use round model parameters: \(\sigma=0.01\) J/m², \(P=0.5\) C/m², \(L_c=10\) nm, \(u_c=2\) nm and \(T=300\) K. These values illustrate the scaling and do not describe a particular crystal: for this \(P\), with \(\varepsilon_r=1000\) and \(\lambda=1\) nm, the electrostatic stiffness along the polar axis is 0.056 J/m², already several times the \(\sigma\) used. In two dimensions the factor \(L_c^{D-2}\) is one, so

\[
U_c=(0.01\ \text{J/m}^2)(2\times10^{-9}\ \text{m})^2=4.0\times10^{-20}\ \text{J}=0.25\ \text{eV},
\]

which is \(9.66\,k_BT\). The force and field scales are

\[
f_c=\frac{4.0\times10^{-20}\ \text{J}}{(10^{-8}\ \text{m})^2(2\times10^{-9}\ \text{m})}=2.0\times10^5\ \text{N/m}^2,\qquad
E_c=\frac{f_c}{2P}=2.0\times10^5\ \text{V/m}.
\]

For random bonds the approximate \(\zeta=0.4\) gives \(\theta=0.8\), \(\mu=0.8/1.6=0.5\), and

\[
C=\frac{1.6}{2.4}\left(\frac{0.8}{2.4}\right)^{0.5}=0.385 .
\]

At \(E=2000\) V/m, \(E_c/E=100\). The critical nucleus has \(\ell_*=(100/3)^{1/1.6}=8.95\), so \(L_*\) is about 90 nm and \(u_*=2\times8.95^{0.4}=4.8\) nm. The ratio \(u_*/L_*\) is 0.05, consistent with small slopes. The barrier is

\[
\frac{F_*}{k_BT}=0.385\times9.66\times100^{0.5}\simeq37 .
\]

At 20,000 V/m the nucleus shrinks to 21 nm and the barrier to \(11.8\,k_BT\). If \(v_0\) is the same at both fields, the speed rises by a factor \(e^{37.2-11.8}\), about \(10^{11}\), for a tenfold increase of field.

For random fields, \(\zeta=2/3\), \(\theta=4/3\), \(\mu=1\) and \(C=0.5\times0.5=0.25\). With the same pinning parameters, the barrier at 2000 V/m is \(0.25\times9.66\times100\simeq241\) in units of \(k_BT\), and the wall is frozen for any practical time. At 20,000 V/m it is \(24\,k_BT\). Direct maximization of the SI energy confirmed the nucleus sizes and barriers at 2000, 4000, 8000 and 20,000 V/m. At the highest field the nucleus is only two to three times \(L_c\), at the edge of the scaling regime.

The two classes differ by a factor of 6.5 in barrier at the lower field but by only 2 at the higher one, because the power of \(E_c/E\) matters more as the field falls. The absolute speeds inherit the uncertainty of \(C\) and \(U_c\) in an exponent, so order-one factors matter there. The dependence of \(\ln v\) on field is more robust: within the creep regime, doubling the field divides the barrier by \(\sqrt2\) for this random-bond estimate and by 2 for random fields.

## Computed results

```
random bond, L=32 sites: roughness 5.21 sites, energy spread 2.74, cost 4.79 (lattice units)
random bond, L=64 sites: roughness 8.04 sites, energy spread 3.59, cost 6.15 (lattice units)
random bond, L=128 sites: roughness 12.96 sites, energy spread 4.48, cost 8.33 (lattice units)
random bond, L=256 sites: roughness 20.84 sites, energy spread 5.64, cost 11.06 (lattice units)
random bond, L=512 sites: roughness 31.86 sites, energy spread 7.46, cost 13.91 (lattice units)
random bond, D=1 fits: zeta 0.660, theta 0.354, cost exponent 0.392
random bond, D=1: mu from measured costs 0.309, formula 0.250 (dimensionless)
random field, L=32 sites: roughness 7.07 sites, energy spread 3.76, cost 6.72 (lattice units)
random field, L=64 sites: roughness 15.31 sites, energy spread 8.03, cost 15.70 (lattice units)
random field, L=128 sites: roughness 30.94 sites, energy spread 17.60, cost 32.04 (lattice units)
random field, D=1 fits: zeta 1.065, theta 1.114, cost exponent 1.126
random field, D=1: mu from measured costs 1.200, formula 1.000 (dimensionless)
mean tilt cost: 8.032 +/- 0.064, bare elastic cost 8.000 (lattice units)
bump, D=1, zeta=0.4: elastic exponent -0.176, swept-volume exponent 1.400
bump, D=2, zeta=0.4: elastic exponent 0.827, swept-volume exponent 2.400
bump, D=3, zeta=0.4: elastic exponent 1.831, swept-volume exponent 3.400
escape test: activation energy 1.699, profile maximum 1.721 (units of U_c)
wall energy sigma: 0.010 J/m^2
polarization P: 0.50 C/m^2
temperature T: 300 K
pinning length L_c: 10.0 nm
pinning displacement u_c: 2.0 nm
energy scale U_c: 4.000e-20 J = 0.2497 eV
thermal energy kT: 4.1419e-21 J
ratio U_c/kT: 9.657
depinning force scale f_c: 2.000e+05 N/m^2
depinning field scale E_c: 2.000e+05 V/m
random bond, D=2: zeta 0.4000, theta 0.8000, mu 0.5000, C 0.3849
  E=2000 V/m: L*=89.50 nm, u*=4.81 nm, F*/kT=37.171
  E=4000 V/m: L*=58.03 nm, u*=4.04 nm, F*/kT=26.284
  E=8000 V/m: L*=37.63 nm, u*=3.40 nm, F*/kT=18.585
  E=20000 V/m: L*=21.22 nm, u*=2.70 nm, F*/kT=11.754
  fitted barrier exponent: 0.5000
  log10[v(20000 V/m)/v(2000 V/m)]: 11.038
random field, D=2: zeta 0.6667, theta 1.3333, mu 1.0000, C 0.2500
  E=2000 V/m: L*=188.03 nm, u*=14.14 nm, F*/kT=241.432
  E=4000 V/m: L*=111.80 nm, u*=10.00 nm, F*/kT=120.716
  E=8000 V/m: L*=66.48 nm, u*=7.07 nm, F*/kT=60.358
  E=20000 V/m: L*=33.44 nm, u*=4.47 nm, F*/kT=24.143
  fitted barrier exponent: 1.0000
  log10[v(20000 V/m)/v(2000 V/m)]: 94.367
```
